\section*{Folded transverse acoustic Raman line of twisted bilayer MoS2}

\section*{Setting}

Two identical MoS$_2$ layers are twisted by $\theta=5^\circ$ away from parallel alignment. Each has a triangular lattice of constant $a=0.316$ nm (a rough value) and a transverse acoustic (TA) branch $\omega=vq$ with $v=4.2$ km/s. Light enters and leaves along the normal, so it transfers no in-plane momentum. Line positions are wavenumbers $\nu=\omega/(2\pi c)$ in cm$^{-1}$. Parts (a) to (d) treat the layers as mechanically uncoupled. Parts (e) to (g) ask what the forces between them do to the answer.

\section*{Part (a): the moire wavevector}

\textbf{Question.} Find the shortest reciprocal vectors of the moire pattern and its period. Why can light reach an acoustic phonon at such a vector?

\textbf{Answer.} Let $\mathbf b_1,\mathbf b_2,\mathbf b_3$ be shortest reciprocal vectors of the untwisted layer, $120^\circ$ apart, so that their sum is zero and $|\mathbf b_j|=b=4\pi/(\sqrt3a)$. Turn the top layer by $+\theta/2$ and the bottom layer by $-\theta/2$. A rotation by $\pm\theta/2$ gives
\begin{equation}
\mathbf b_j^{t,b}=\cos\tfrac{\theta}{2}\,\mathbf b_j\pm\sin\tfrac{\theta}{2}\,\hat{\mathbf z}\times\mathbf b_j .
\end{equation}
The difference and the mean of the two vectors are
\begin{equation}
\mathbf g_j=\mathbf b_j^t-\mathbf b_j^b=2\sin\tfrac{\theta}{2}\,\hat{\mathbf z}\times\mathbf b_j,\qquad
\mathbf B_j=\cos\tfrac{\theta}{2}\,\mathbf b_j ,
\end{equation}
and they are perpendicular. The six vectors $\pm\mathbf g_j$ form the first star of a triangular reciprocal lattice. If its real-space period is $L$, then $g=4\pi/(\sqrt3L)$, and therefore
\begin{equation}
g=\frac{8\pi}{\sqrt3\,a}\sin\frac{\theta}{2},\qquad L=\frac{a}{2\sin(\theta/2)} .
\end{equation}
With $b=22.96$ nm$^{-1}$ and $\sin2.5^\circ=0.04362$, $g=2(22.96)(0.04362)=2.003$ nm$^{-1}$ and $L=3.622$ nm.

In a uniform crystal, light of zero in-plane momentum couples to phonons at $\mathbf q=0$. Here the polarizability varies with the local stacking and has Fourier components at $\pm\mathbf g_j$. Its product with a phonon wave has a nonzero spatial average when $\mathbf q=\pm\mathbf g_j$. This is the meaning of folding. It uses the difference of two layer vectors and does not need an angle at which the two lattices share a common supercell.

\section*{Part (b): the line position}

\textbf{Question.} Estimate the folded TA line for uncoupled layers.

\textbf{Answer.} Setting $q=g$ in $\omega=vq$ and dividing by $2\pi c$,
\begin{equation}
\nu_0=\frac{vg}{2\pi c}=\frac{4v\sin(\theta/2)}{\sqrt3\,a\,c}.
\end{equation}
The angular frequency is $(4.2\times10^3\ \mathrm{m/s})(2.003\times10^9\ \mathrm{m^{-1}})=8.41\times10^{12}$ rad/s. Division by $2\pi c=1.884\times10^{11}$ cm/s gives
\begin{equation}
\nu_0=44.7\ \mathrm{cm^{-1}}\quad(1.34\ \mathrm{THz}).
\end{equation}
The wavevector is $4\pi/(\sqrt3L)$ and not $2\pi/L$. The latter is not the length of a reciprocal vector of a triangular lattice and would give 38.7 cm$^{-1}$.

For small angles $\nu_0\simeq2v\theta/(\sqrt3ac)$, so the uncoupled line moves in proportion to the twist. Part (e) shows why this law cannot be followed down to $\theta=0$.

\section*{Part (c): which motion is bright}

\textbf{Question.} Let the polarizability depend on the local stacking as $\alpha_0+\alpha_1S$, with $S=\sum_j\cos\phi_j$ and $\phi_j$ the phase between the two layers' density waves. Which acoustic motions at $g$ change its average to first order?

\textbf{Answer.} A displacement $\mathbf u$ carries a density wave with it, replacing $\mathbf r$ by $\mathbf r-\mathbf u$. Hence
\begin{equation}
\phi_j=\mathbf b_j^t\cdot(\mathbf r-\mathbf u_t)-\mathbf b_j^b\cdot(\mathbf r-\mathbf u_b)
=\mathbf g_j\cdot\mathbf r-\mathbf b_j^t\cdot\mathbf u_t+\mathbf b_j^b\cdot\mathbf u_b .
\end{equation}
For opposite motion, $\mathbf u_t=-\mathbf u_b=\mathbf u/2$, the change of phase is $-\mathbf B_j\cdot\mathbf u$. Since $\delta\cos\phi=-\sin\phi\,\delta\phi$,
\begin{equation}
\delta\langle S\rangle=\sum_j\langle\sin(\mathbf g_j\cdot\mathbf r)\,\mathbf B_j\cdot\mathbf u\rangle .
\end{equation}
Take the symmetric TA pattern $\mathbf u=A\sum_i\hat{\mathbf b}_i\sin(\mathbf g_i\cdot\mathbf r)$. It is transverse because $\hat{\mathbf b}_i\perp\mathbf g_i$. With $\langle\sin(\mathbf g_j\cdot\mathbf r)\sin(\mathbf g_i\cdot\mathbf r)\rangle=\delta_{ij}/2$,
\begin{equation}
\delta\langle S\rangle=\tfrac32\,b\cos\tfrac{\theta}{2}\,A=1.4986\,bA .
\end{equation}
Three other motions are dark in this model:
\begin{itemize}
\item Opposite longitudinal motion has $\mathbf u\parallel\mathbf g_j$ in each wave, and $\mathbf B_j\cdot\mathbf g_j=0$.
\item Common TA motion, $\mathbf u_t=\mathbf u_b=\mathbf u$, changes the phase by $-\mathbf g_j\cdot\mathbf u$, which vanishes for a transverse wave at $\mathbf g_j$.
\item A wave at $\mathbf g_j/2$ averages to zero against $\sin(\mathbf g_j\cdot\mathbf r)$.
\end{itemize}
A finite-difference evaluation of $\langle S\rangle$ over a doubled moire cell returned the bright coefficient 1.4986 and at most $10^{-9}$ for these three cases. Common longitudinal motion is not strictly dark. It changes the phase by $-\mathbf g_j\cdot\mathbf u$, which does not vanish, and for equal amplitudes in each layer its response is $\tan(\theta/2)=0.044$ times that of the bright motion. A polarizability that also depends on strain inside each layer lies outside the model and can change this response. With a rough longitudinal speed of 6.7 km/s, the uncoupled longitudinal frequency would be 71 cm$^{-1}$.

\section*{Part (d): small corrections}

\textbf{Question.} Size the effects of a $0.1^\circ$ angle error, of photon momentum at 532 nm, of lattice dispersion and of a temperature of 300 K.

\textbf{Answer.} \emph{Angle.} Differentiation gives $d\nu_0/d\theta=\tfrac12\nu_0\cot(\theta/2)$, and an increase of $0.1^\circ$ raises the line by 0.89 cm$^{-1}$. An error in $v$ enters in proportion.

\emph{Photon momentum.} The in-plane transfer is largest for backscattering at grazing incidence, where it is $4\pi/\lambda$. If it lies along $\mathbf g$, the shift is $2v/(\lambda c)=0.53$ cm$^{-1}$. When the light both enters and leaves along the normal, it is zero.

\emph{Dispersion.} Take a triangular lattice of masses $m$ with nearest-neighbour springs $K$. The vector $\mathbf g$ lies along a bond direction of the untwisted lattice; the $2.5^\circ$ offset of each layer is neglected. Then the two bonds parallel to $\mathbf q$ exert no transverse force, and the other four have squared transverse direction cosine $3/4$ and phase $\pm qa/2$:
\begin{equation}
m\omega^2=4K\cdot\tfrac34\left(1-\cos\tfrac{qa}{2}\right)=6K\sin^2\tfrac{qa}{4}.
\end{equation}
Relative to the linear law, the frequency is multiplied by $\sin x/x$ with $x=ga/4=0.158$. Since $\sin x/x\simeq1-x^2/6$, the line falls by 0.4\%, or 0.19 cm$^{-1}$. Forces of longer range can make the shift several times larger. Second-neighbour springs $K'$ add $2K'\sin^2(3qa/4)$ to $m\omega^2$, and with $K'=0.3K$ the line falls by about 0.9 cm$^{-1}$. MoS$_2$ has such forces and three atoms per cell, so the spring model shows how the correction arises but does not fix its size.

\emph{Temperature.} The phonon number is $n=[\exp(hc\nu_0/k_BT)-1]^{-1}=4.19$. The thermal factors $n+1$ for Stokes and $n$ for anti-Stokes scattering have the ratio $4.19/5.19=0.81$, so both lines should be looked for. In harmonic theory temperature does not move them.

\section*{Part (e): the shear force between flat layers}

\textbf{Question.} Let the stacking energy have its maximum at AA stacking (all $\phi_j=0$), and let uniform AB stacking have a shear frequency $\omega_s=23$ cm$^{-1}$ (a rough value). Find the first-order shift of the symmetric bright mode at fixed layer spacing.

\textbf{Answer.} Write $\mathbf y=b\mathbf u$ for the scaled relative displacement and replace $\cos(\theta/2)$ by 1, an error of 0.1\%. Opposite motion $\pm\mathbf u/2$ has half the mass density of one layer as its effective mass. Dividing the energy by this mass and by suitable constants gives, in cm$^{-2}$,
\begin{equation}
U=\left\langle\tfrac12\mathbf y\cdot D\mathbf y+wS\right\rangle,\qquad
\phi_j=\mathbf g_j\cdot\mathbf r-\hat{\mathbf b}_j\cdot\mathbf y ,
\end{equation}
where the elastic operator $D$ equals $\nu_0^2$ for TA waves at $g$.

The constant $w$ follows from AB stacking, where every $\cos\phi_j=-1/2$. The matrix of second derivatives is $-w\sum_j\cos\phi_j\,\hat{\mathbf b}_j\hat{\mathbf b}_j$, and $\sum_j\hat{\mathbf b}_j\hat{\mathbf b}_j=\tfrac32\mathbf 1$. Thus
\begin{equation}
\omega_s^2=\tfrac34w,\qquad w=\tfrac43(23)^2=705\ \mathrm{cm^{-2}} .
\end{equation}

In the moire pattern the same matrix varies in space as $-w\sum_k\cos\varphi_k\,\hat{\mathbf b}_k\hat{\mathbf b}_k$, with $\varphi_k=\mathbf g_k\cdot\mathbf r$. The normalized bright pattern is $\mathbf e=\sqrt{2/3}\sum_i\hat{\mathbf b}_i\sin\varphi_i$. First-order perturbation theory gives
\begin{equation}
\delta(\nu^2)=-\tfrac23w\sum_{k,i,j}(\hat{\mathbf b}_k\cdot\hat{\mathbf b}_i)(\hat{\mathbf b}_k\cdot\hat{\mathbf b}_j)\langle\cos\varphi_k\sin\varphi_i\sin\varphi_j\rangle .
\end{equation}
Because $\varphi_1+\varphi_2+\varphi_3=0$, the average survives when $i,j,k$ are all different. Then $\sin\varphi_i\sin\varphi_j$ contains $-\tfrac12\cos(\varphi_i+\varphi_j)=-\tfrac12\cos\varphi_k$, and the average is $-1/4$. Each scalar product is $-1/2$, and there are six ordered choices:
\begin{equation}
\delta(\nu^2)=-\tfrac23w\cdot6\cdot\tfrac14\cdot\left(-\tfrac14\right)=\frac w4=\frac{\omega_s^2}{3}.
\end{equation}
The first-order line is $\sqrt{44.66^2+23^2/3}=46.6$ cm$^{-1}$. The factor $1/3$ belongs to a stacking energy with the single term $wS$. A second harmonic $w_2\sum\cos(\phi_i-\phi_j)$ over the three pairs changes the AB stiffness to $\tfrac34w-\tfrac92w_2$ and the first-order shift to $\tfrac14w+\tfrac94w_2$. At the same $\omega_s$ the factor is then 0.14 for $w_2=-0.05w$ and 0.69 for $w_2=+0.05w$, and it vanishes at $w_2=-w/9$. The AB shear frequency alone does not fix the shift.

The static pattern also relaxes, by an amount of order $w/\nu_0^2$, which changes $\nu^2$ at second order in $w$. A calculation that relaxes the pattern and then finds its normal modes gave $\delta(\nu^2)/\omega_s^2=0.336$ for a weak force with $\omega_s=1.5$ cm$^{-1}$, within 1\% of $1/3$. At $\omega_s=23$ cm$^{-1}$ it gives 49.4 cm$^{-1}$. First order therefore has the right sign but misses more than half of the flat-layer shift. With $w_2=-0.05w$ or $+0.05w$ and the same $\omega_s$, the relaxed line lies at 47.4 or 53.1 cm$^{-1}$ instead.

The ratio $w/\nu_0^2=705/1995=0.35$ explains why the force is not a small correction. At fixed $w$ it grows as $1/\theta^2$ and reaches 1 near $3^\circ$. Around and below that angle the picture of a weakly disturbed sound wave fails. At $10^\circ$ the ratio is about 0.09 and the uncoupled estimate is better founded.

\section*{Part (f): coupling to the breathing mode}

\textbf{Question.} Now let the spacing vary. Its scaled change is $\zeta$ ($b$ times the change), and the local energy is $wS(1-p\zeta)+\tfrac12\omega_B^2\zeta^2$. Use the rough values $\omega_B=40$ cm$^{-1}$ and an AA spacing 0.06 nm larger than the AB spacing. Keep $\omega_s=23$ cm$^{-1}$. Estimate the mixing of uniform breathing with the bright TA mode.

\textbf{Answer.} For uniform stacking the energy is least at $\zeta=pwS/\omega_B^2$. Since $S=3$ for AA and $-3/2$ for AB,
\begin{equation}
\frac{9pw}{2\omega_B^2}=22.96\times0.06=1.378,\qquad pw=490\ \mathrm{cm^{-2}} .
\end{equation}
At AB the shear stiffness is $\tfrac34w(1-p\zeta)$ with $\zeta=-3pw/(2\omega_B^2)$. Setting it equal to $\omega_s^2$ gives
\begin{equation}
w=\tfrac43\omega_s^2-\frac{3(pw)^2}{2\omega_B^2}=705-225=480\ \mathrm{cm^{-2}} .
\end{equation}

For $\mathbf y=A\mathbf e$, the first-order change of $\langle S\rangle$ is $\sqrt{2/3}\cdot\tfrac32A=\sqrt{3/2}\,A$. The energy therefore contains $-CA\zeta$ with $C=pw\sqrt{3/2}=600$ cm$^{-2}$. With the two other squared frequencies, $40^2=1600$ and $\nu_0^2+w/4=1995+120=2115$ (from unrounded values), the squared mode frequencies are the eigenvalues of
\begin{equation}
\begin{pmatrix}1600&-600\\-600&2115\end{pmatrix}:\qquad
\nu_\pm^2=1857\pm\sqrt{257^2+600^2}=1857\pm653 .
\end{equation}
This gives 34.7 and 50.1 cm$^{-1}$. The TA weight of the upper mode is $\tfrac12(1+257/653)=0.70$, and that of the lower mode is 0.30. Both can scatter light through their TA part.

The full calculation relaxes displacement and spacing together and includes the other waves, with a rough bending rigidity of 10 eV per layer. The table lists its main bright modes, with $\omega_s$ and $\omega_B$ held fixed. The share is the part of the squared gradient of $\langle S\rangle$ with respect to in-plane displacement that a mode carries. It is not a full Raman intensity, which also contains frequency and thermal factors and the direct effect of spacing on polarizability.

\begin{center}
\begin{tabular}{ccc}
AA--AB difference (nm) & Lower mode (cm$^{-1}$), share & Upper mode (cm$^{-1}$), share\\
0 & -- & 49.4, 98\%\\
0.03 & 38.9, 10\% & 50.1, 86\%\\
0.06 & 35.2, 27\% & 51.4, 68\%
\end{tabular}
\end{center}

The last row is close to the two-level estimate in frequencies and in shares, so mixing with uniform breathing gives a useful first picture of the two bright modes. The estimate is less close for the upper mode of the 0.03 nm row, where it gives 38.3 and 47.8 cm$^{-1}$ with TA weights 0.16 and 0.84, because its TA level leaves out the relaxation described in part (e). It is not the only possible source of a second one: spacing changes that vary across the moire cell also mix with the TA motion, and the full calculation includes them. Their effect depends on the bending rigidity. With 5 eV per layer instead of 10 eV, the upper mode of the last row splits into two of similar share, near 50 and 53 cm$^{-1}$.

\section*{Part (g): phasons and the worth of the estimate}

\textbf{Question.} Show that the coupled continuum model keeps two modes of zero frequency. Then state how far the result of part (b) can be trusted for a real bilayer.

\textbf{Answer.} Let $\mathbf y_0(\mathbf r)$ and $\zeta_0(\mathbf r)$ be the relaxed fields. Add a uniform slide $\mathbf c$ to $\mathbf y_0$ and move both fields by $\mathbf s$. The phase becomes
\begin{equation}
\mathbf g_j\cdot\mathbf r-\hat{\mathbf b}_j\cdot[\mathbf y_0(\mathbf r-\mathbf s)+\mathbf c],
\end{equation}
which is the old phase evaluated at $\mathbf r-\mathbf s$ if $\mathbf g_j\cdot\mathbf s=\hat{\mathbf b}_j\cdot\mathbf c$. Since $\mathbf g_j=g\,\hat{\mathbf z}\times\hat{\mathbf b}_j$, this holds for all $j$ when $\mathbf s=\hat{\mathbf z}\times\mathbf c/g$. The energy is a spatial average and does not change. Two directions of $\mathbf c$ give two zero modes, the phasons. A slide $\mathbf u=\mathbf c/b$ moves the pattern sideways by $(b/g)|\mathbf u|=11.5\,|\mathbf u|$. In the three cases of the table, the calculated squared frequencies of these modes are below $10^{-8}$ cm$^{-2}$, and all other modes have positive squared frequency. The bright line is thus a finite-frequency vibration of the pattern, distinct from its free sliding. Pinning by disorder, absent here, can give the phasons a finite frequency.

For real MoS$_2$, the lattice constant, sound speeds and interlayer frequencies used here are typical in size. Twist-dependent low-frequency Raman lines assigned to folded acoustic phonons have been reported in such bilayers. Real bilayers also have interlayer forces, which part (b) leaves out. In the model with a 0.06 nm spacing difference and a bending rigidity of 10 eV per layer, these forces put the strongest mode 6.8 cm$^{-1}$, or 15\%, above the uncoupled line and add a weaker one near 35 cm$^{-1}$. These shifts are themselves rough. A second harmonic of $-5\%$ or $+5\%$ in the stacking energy, with $\omega_s$, $\omega_B$ and the spacing difference kept, moves the strongest mode from 51.4 to 50.3 or 54.0 cm$^{-1}$. The ordering also depends on the angle: at $4^\circ$ the same model makes the lower mode the strongest, at 31.5 cm$^{-1}$ with a share of 49\%, below the uncoupled value of 35.7 cm$^{-1}$. At uniform AA stacking $p\zeta=0.94$, so the linear factor $1-p\zeta$ has dropped to 0.06, whereas an exponential law with the same $p\zeta$ would leave 0.39. A substrate or a covering layer would also alter the breathing motion.

The answer ``about 45 cm$^{-1}$'' is therefore sound as the frequency of the uncoupled TA wave selected by the moire pattern. As a prediction of a measured peak it carries an uncertainty of several cm$^{-1}$, larger than the shifts given in part (d). An error of 10\% in $v$ would by itself move the uncoupled line by 4.5 cm$^{-1}$. An observed peak at 50 cm$^{-1}$ would not by itself show that the sound speed or the twist angle was wrong. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
twist angle: 5.0 degrees
TA speed: 4.2 km/s; rough LA speed: 6.7 km/s
rough lattice constant: 0.316 nm
layer reciprocal vector |b|: 22.96 nm^-1
moire period L: 3.622 nm
moire reciprocal vector |g|: 2.003 nm^-1
angular frequency v|g|: 8.412 rad/ps
uncoupled folded TA line: 44.66 cm^-1
same line: 1.339 THz
mistaken value from 2 pi/L: 38.68 cm^-1
uncoupled folded LA frequency: 71.2 cm^-1
opposite TA response / |b|: 1.4986
largest dark response / |b|: 9.3e-10
shift for +0.1 degree: 0.89 cm^-1
laser wavelength: 532 nm
largest photon-momentum shift: 0.53 cm^-1
spring-lattice dispersion shift: -0.19 cm^-1
temperature: 300 K
thermal phonon number: 4.19
rough AB shear frequency: 23.0 cm^-1
rough breathing frequency: 40.0 cm^-1
rough bending rigidity: 10.0 eV
bending frequency at |g|: 15.4 cm^-1
weak-coupling shift / shear^2: 0.3360
first-order planar line: 46.59 cm^-1
full-spacing model w: 480.4 cm^-2; p: 1.020
breathing-TA coupling: 599.9 cm^-2
two-level estimate: 34.7 and 50.1 cm^-1
AA-AB spacing difference 0.00 nm:
  largest phason |frequency^2|: 2.3e-09 cm^-2
  mode 49.43 cm^-1, gradient share 98.2 %
AA-AB spacing difference 0.03 nm:
  largest phason |frequency^2|: 1.4e-09 cm^-2
  mode 38.87 cm^-1, gradient share 9.6 %
  mode 50.12 cm^-1, gradient share 85.6 %
AA-AB spacing difference 0.06 nm:
  largest phason |frequency^2|: 1.9e-10 cm^-2
  mode 35.23 cm^-1, gradient share 26.9 %
  mode 51.42 cm^-1, gradient share 68.2 %
larger-basis change of main mode: 8.3e-07 cm^-1
\end{verbatim}
